**Threshold scattering from a zero-electron neon pseudo-atom**

The program studies T(k) = tan δ₀/k = −A − (πα/3)k − (4αA/3)k² ln k + O(k²), where δ₀ is the s-wave phase shift, k the wave number, A the scattering length and α the dipole polarizability. It adjusts the strength B of a Gaussian s-channel repulsion until A = 0.2 bohr, which gives B = 5.56 hartree for α = 2.7 bohr³. It asserts that phases from the Schrödinger equation and from the variable-phase equation agree, and that a free fit to the former recovers A and the linear coefficient. The fitted coefficient is 2.8271 bohr², against πα/3 = 2.8274 bohr², while a fit in even powers of k gives A = 0.211 bohr. Further assertions cover the absence of s-wave binding by the tail, the derivative dA/dB, the logarithmic coefficient, the leading p-wave phase and the threshold slope of the cross section. Two controls show that halving B leaves the linear coefficient unchanged within the 2% tolerance, and that damping the distant tail leaves a quadratic law. The neon values of α and A are rough inputs, not predictions.

## Numerical verification

```python
# Result under test: for an electron and a neutral polarizable pseudo-atom,
#   T(k) = tan(delta_0)/k = -A - (pi alpha/3) k - (4 alpha A/3) k^2 ln k + O(k^2).
# A: scattering length; alpha: dipole polarizability; k: wave number.
# s-channel repulsion: B exp(-beta r^2).  Polarization potential:
#   -alpha [1-exp(-r^2/rc^2)]^2 / (2 r^4), acting in every partial wave.
# Hartree atomic units.  U denotes twice the potential energy.
import math
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants

alpha = 2.7          # rough size for neon, input
A_target = 0.2       # rough size for neon, input
rc = 1.5             # model choice
beta = 1.0           # model choice
gamma = math.sqrt(alpha)
hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
R_START = 1e-4
R_MATCH = 12.0


def U_pol(r):
    cutoff = -math.expm1(-(r / rc) ** 2)
    return -alpha * cutoff ** 2 / r ** 4


def U_total(r, B, l=0):
    repulsion = 2 * B * math.exp(-beta * r * r) if l == 0 else 0.0
    return U_pol(r) + repulsion


def radial_solution(k, B, end, l=0, dense=False):
    def rhs(r, y):
        return [y[1], (U_total(r, B, l) + l * (l + 1) / r**2 - k*k) * y[0]]
    sol = solve_ivp(rhs, (R_START, end), [R_START, l + 1.0],
                    method="DOP853", rtol=1e-12, atol=1e-14,
                    dense_output=dense)
    assert sol.success
    return sol


def zero_energy(B, dense=False):
    """Scattering length, amplitude of u/(r-A), and radial solution."""
    sol = radial_solution(0.0, B, R_MATCH, dense=dense)
    u, du = sol.y[:, -1]
    r = R_MATCH
    c, s = math.cos(gamma / r), math.sin(gamma / r)
    f, df = r * c, c + gamma * s / r
    g, dg = r * s / gamma, s / gamma - c / r
    A = (u * df - du * f) / (u * dg - du * g)
    return A, u / (f - A * g), sol


def tan_phase(k, B, l=0):
    """Match the Schrodinger solution to free waves at k r = 100."""
    x = 100.0
    u, du = radial_solution(k, B, x / k, l=l).y[:, -1]
    s, c = math.sin(x), math.cos(x)
    if l == 0:
        F, dF, G, dG = s, c, c, -s
    else:
        F, dF = s / x - c, c / x - s / x**2 + s
        G, dG = c / x + s, -s / x - c / x**2 + c
    return (u * k * dF - du * F) / (du * G - u * k * dG)


def variable_phase(k, B, end=None, window=None):
    """Integrate T(r); an optional window removes the distant tail."""
    if end is None:
        end = 400.0 / k

    def rhs(r, y):
        U = U_pol(r)
        if window is not None:
            U *= math.exp(-(r / window) ** 2)
        U += 2 * B * math.exp(-beta * r * r)
        free = math.sin(k * r) / k if k > 0 else r
        return [-U * (free + y[0] * math.cos(k * r)) ** 2]
    sol = solve_ivp(rhs, (R_START, end), [0.0], method="DOP853",
                    rtol=1e-12, atol=1e-14)
    assert sol.success
    return sol.y[0, -1]


# Absence of s-wave binding by the tail alone.
bargmann = quad(lambda r: -r * U_pol(r), 1e-5, 30)[0] + alpha / (2 * 30**2)
bargmann_formula = alpha * math.log(2) / rc**2
assert abs(bargmann - bargmann_formula) < 1e-7
assert bargmann < 1
A_no_repulsion, _, sol_no_repulsion = zero_energy(0.0)
assert np.all(sol_no_repulsion.y[0] > 0) and A_no_repulsion < 0

# Determine the repulsion and test the slope used to prove uniqueness.
B_fit = brentq(lambda B: zero_energy(B)[0] - A_target, 0.0, 50.0,
               xtol=1e-13, rtol=1e-13)
A, amplitude, sol_zero = zero_energy(B_fit, dense=True)
assert abs(A - A_target) < 1e-9
assert np.all(sol_zero.y[0] > 0)
slope_integral = quad(
    lambda r: 2 * math.exp(-beta*r*r) * (sol_zero.sol(r)[0]/amplitude)**2,
    R_START, R_MATCH, epsabs=1e-10, limit=200)[0]
step = 1e-3
slope_difference = (zero_energy(B_fit + step)[0]
                    - zero_energy(B_fit - step)[0]) / (2 * step)
assert abs(slope_integral - slope_difference) < 1e-5

# Evaluate the universal tail integral, with its distant part included.
def tail_integrand(x):
    if x < 0.02:
        return -1/3 + 2*x*x/45
    return (math.sin(x)**2 - x*x) / x**4

L = 200.0
tail_integral = quad(tail_integrand, 0, L, limit=500,
                     epsabs=1e-10)[0] - 1/L
assert abs(tail_integral + math.pi / 3) < 1e-6

# The two radial formulations must give the same phase.
phase_gap = max(abs(tan_phase(k, B_fit)/k - variable_phase(k, B_fit))
                for k in (0.01, 0.05))
assert phase_gap < 1e-6

# Recover the threshold law with all coefficients free.
k_data = np.geomspace(0.003, 0.03, 12)
T_data = np.array([tan_phase(k, B_fit) / k for k in k_data])
columns = np.column_stack([np.ones_like(k_data), k_data,
                          k_data**2*np.log(k_data), k_data**2, k_data**3])
coefficients = np.linalg.lstsq(columns, T_data, rcond=None)[0]
A_recovered, linear_recovered = -coefficients[0], -coefficients[1]
linear_exact = math.pi * alpha / 3
assert abs(A_recovered - A) < 1e-3
assert abs(linear_recovered / linear_exact - 1) < 0.02
even_columns = np.column_stack([np.ones_like(k_data), k_data**2, k_data**4])
A_even = -np.linalg.lstsq(even_columns, T_data, rcond=None)[0][0]
assert abs(A_even - A) > 0.005
assert abs(A_even - A) > 10 * abs(A_recovered - A)

# Isolate the logarithm after removing the constant and linear terms.
k_log = np.geomspace(0.001, 0.01, 12)
remainder = np.array([(variable_phase(k, B_fit) + A + linear_exact*k)/k**2
                      for k in k_log])
log_columns = np.column_stack([np.log(k_log), np.ones_like(k_log),
                              k_log, k_log*np.log(k_log)])
log_recovered = -np.linalg.lstsq(log_columns, remainder, rcond=None)[0][0]
log_exact = 4 * alpha * A / 3
assert abs(log_recovered / log_exact - 1) < 0.05

# Changing the core changes A but not the linear coefficient.
k_small = 0.0005
B_half = B_fit / 2
A_half = zero_energy(B_half)[0]
linear_half = -(variable_phase(k_small, B_half) + A_half
                + 4*alpha*A_half/3*k_small**2*math.log(k_small))/k_small
assert abs(A_half - A) > 0.1
assert abs(linear_half / linear_exact - 1) < 0.02

# Damping the distant tail leaves a quadratic threshold correction.
window = 6.0
T_window_zero = variable_phase(0.0, B_fit, end=100.0, window=window)
window_changes = [variable_phase(k, B_fit, end=100.0, window=window)
                  - T_window_zero for k in (0.002, 0.004)]
change_ratio = window_changes[1] / window_changes[0]
assert abs(change_ratio / 4 - 1) < 0.02

# Test the p wave and the threshold slope of the cross section.
k_p = 0.005
p_numeric = tan_phase(k_p, B_fit, l=1)
p_formula = math.pi * alpha * k_p**2 / 15
assert abs(p_numeric / p_formula - 1) < 0.02


def cross_sections(k):
    t0 = tan_phase(k, B_fit)
    t1 = tan_phase(k, B_fit, l=1)
    s_part = 4*math.pi*t0*t0/(1+t0*t0)/k**2
    p_part = 12*math.pi*t1*t1/(1+t1*t1)/k**2
    return t0/k, s_part, p_part

sigma_zero = 4 * math.pi * A**2
_, sigma_s, sigma_p = cross_sections(k_small)
sigma_slope = (sigma_s + sigma_p - sigma_zero) / k_small
sigma_slope_formula = 8 * math.pi**2 * alpha * A / 3
assert abs(sigma_slope / sigma_slope_formula - 1) < 0.02
# With weaker repulsion A is negative and the s cross section first falls.
T_half = variable_phase(k_small, B_half)
sigma_half_zero = 4*math.pi*A_half**2
sigma_half = 4*math.pi*T_half**2/(1+(k_small*T_half)**2)
assert A_half < 0 and sigma_half < sigma_half_zero

print(f"Input polarizability alpha = {alpha:.1f} bohr^3")
print(f"Input scattering length A = {A_target:.1f} bohr")
print(f"Cutoff radius rc = {rc:.1f} bohr")
print(f"Gaussian exponent beta = {beta:.1f} bohr^-2")
print(f"Bargmann integral of tail = {bargmann:.5f} (no unit)")
print(f"A without repulsion = {A_no_repulsion:.5f} bohr")
print(f"Fitted repulsion B = {B_fit:.7f} hartree")
print(f"A from fitted potential = {A:.7f} bohr")
print(f"dA/dB from integral = {slope_integral:.6f} bohr/hartree")
print(f"dA/dB from differences = {slope_difference:.6f} bohr/hartree")
print(f"Universal tail integral = {tail_integral:.7f} (no unit)")
print(f"Largest gap between phase methods in T = {phase_gap:.2e} bohr")
print(f"Fit range in k = {k_data[0]:.3f} to {k_data[-1]:.3f} bohr^-1")
print(f"A from threshold-law fit = {A_recovered:.6f} bohr")
print(f"A from even-power fit = {A_even:.6f} bohr")
print(f"Linear coefficient from fit = {linear_recovered:.5f} bohr^2")
print(f"Linear coefficient pi*alpha/3 = {linear_exact:.5f} bohr^2")
print(f"Log coefficient from phases = {log_recovered:.5f} bohr^3")
print(f"Log coefficient 4*alpha*A/3 = {log_exact:.5f} bohr^3")
print(f"A with half the repulsion = {A_half:.5f} bohr")
print(f"Linear coefficient with half repulsion = {linear_half:.5f} bohr^2")
print(f"Tail damping length in control = {window:.1f} bohr")
print(f"Damped tail: change ratio when k doubles = {change_ratio:.5f}")
print(f"p-wave test momentum = {k_p:.3f} bohr^-1")
print(f"p-wave tan(delta), computed = {p_numeric:.6e} (no unit)")
print(f"p-wave tan(delta), leading law = {p_formula:.6e} (no unit)")
print(f"Zero-energy cross section = {sigma_zero:.6f} bohr^2")
print(f"Zero-energy cross section = {sigma_zero*bohr_angstrom**2:.6f} angstrom^2")
print(f"Cross-section slope at k={k_small:.4f} = {sigma_slope:.5f} bohr^3")
print(f"Cross-section slope, threshold law = {sigma_slope_formula:.5f} bohr^3")
k_equal = A / linear_exact
print(f"Momentum where linear term equals A = {k_equal:.6f} bohr^-1")
print(f"Energy at that momentum = {k_equal**2*hartree_eV/2:.6f} eV")
print("k/bohr^-1  E/eV  T/bohr  linear T/bohr  sigma_s/bohr^2  sigma_p/bohr^2")
for k in (0.005, 0.01, 0.02, 0.05, 0.10):
    T, sigma_s, sigma_p = cross_sections(k)
    print(f"{k:.3f}  {k*k*hartree_eV/2:.6f}  {T:.6f}  "
          f"{-A-linear_exact*k:.6f}  {sigma_s:.6f}  {sigma_p:.6f}")
print("checks complete")
```

Printed output:

```
Input polarizability alpha = 2.7 bohr^3
Input scattering length A = 0.2 bohr
Cutoff radius rc = 1.5 bohr
Gaussian exponent beta = 1.0 bohr^-2
Bargmann integral of tail = 0.83178 (no unit)
A without repulsion = -3.85960 bohr
Fitted repulsion B = 5.5626240 hartree
A from fitted potential = 0.2000000 bohr
dA/dB from integral = 0.104120 bohr/hartree
dA/dB from differences = 0.104120 bohr/hartree
Universal tail integral = -1.0471976 (no unit)
Largest gap between phase methods in T = 2.20e-08 bohr
Fit range in k = 0.003 to 0.030 bohr^-1
A from threshold-law fit = 0.200000 bohr
A from even-power fit = 0.211099 bohr
Linear coefficient from fit = 2.82709 bohr^2
Linear coefficient pi*alpha/3 = 2.82743 bohr^2
Log coefficient from phases = 0.72107 bohr^3
Log coefficient 4*alpha*A/3 = 0.72000 bohr^3
A with half the repulsion = -0.26203 bohr
Linear coefficient with half repulsion = 2.82475 bohr^2
Tail damping length in control = 6.0 bohr
Damped tail: change ratio when k doubles = 3.99982
p-wave test momentum = 0.005 bohr^-1
p-wave tan(delta), computed = 1.409468e-05 (no unit)
p-wave tan(delta), leading law = 1.413717e-05 (no unit)
Zero-energy cross section = 0.502655 bohr^2
Zero-energy cross section = 0.140758 angstrom^2
Cross-section slope at k=0.0005 = 14.24444 bohr^3
Cross-section slope, threshold law = 14.21223 bohr^3
Momentum where linear term equals A = 0.070736 bohr^-1
Energy at that momentum = 0.068076 eV
k/bohr^-1  E/eV  T/bohr  linear T/bohr  sigma_s/bohr^2  sigma_p/bohr^2
0.005  0.000340  -0.213940  -0.214137  0.575165  0.000300
0.010  0.001361  -0.227535  -0.228274  0.650586  0.001191
0.020  0.005442  -0.253798  -0.256549  0.809421  0.004706
0.050  0.034014  -0.326015  -0.341372  1.335269  0.028326
0.100  0.136057  -0.428029  -0.482743  2.298064  0.105968
checks complete
```
